# Fock exchange in insulators: mixed product basis and the 1/q² divergence, part 1

(Sections cited here and not found follow in the second part.)

## 1. A sum that converges too slowly

Take a simple cubic model insulator with lattice constant $a=0.30$ nm and its lowest band filled (it is specified in part 8). At a general point $\mathbf k$ the exchange matrix element of the filled state with itself is $-2.7900$ aJ ($-17.414$ eV). A sum over an $8^3$ mesh of momentum transfers that omits the one infinite term gives $-2.5176$ aJ, short by 9.8% of the exact value. A $16^3$ mesh gives $-2.6537$ aJ, short by 4.9%: eight times the points halve the error. The diagonal element of the first empty state is $-0.46099$ aJ on the $8^3$ mesh against the exact $-0.46111$ aJ, an error of 0.03%. Both facts come from the behaviour of the pair densities at small momentum transfer.

## 2. The exchange matrix as a sum over pair densities

Units are SI, and one spin channel is treated, since exchange couples equal spins only. The cell volume is $\Omega$, $\langle f|g\rangle=\int_\Omega f^*g\,d^3r$, and the states $\varphi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ are normalised in the cell. The Fock kernel is $-\gamma(\mathbf r,\mathbf r')\,e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$ with the density matrix

$$\gamma(\mathbf r,\mathbf r')=\Big\langle\sum_m^{\rm occ}\varphi_{m,\mathbf k-\mathbf q}(\mathbf r)\,\varphi^*_{m,\mathbf k-\mathbf q}(\mathbf r')\Big\rangle_{\rm BZ},\qquad\langle\cdot\rangle_{\rm BZ}=\frac{\Omega}{(2\pi)^3}\int_{\rm BZ}d^3q .$$

Labelling the filled states by $\mathbf k-\mathbf q$ only shifts the integration variable. Define the pair density $\rho^{mn}_{\mathbf q}=\varphi^*_{m,\mathbf k-\mathbf q}\varphi_{n\mathbf k}$, a Bloch function with wave vector $\mathbf q$. Then $V^x_{nn'}(\mathbf k)=-\langle I_{nn'}\rangle_{\rm BZ}$ with

$$I_{nn'}(\mathbf q)=\sum_m^{\rm occ}\int_\Omega d^3r\int_{\rm all}d^3r'\,\rho^{mn}_{\mathbf q}(\mathbf r)^*\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}\,\rho^{mn'}_{\mathbf q}(\mathbf r').$$

Write $\mathbf Q=\mathbf q+\mathbf G$ with $\mathbf G$ a reciprocal lattice vector, and $f(\mathbf Q)=\int_\Omega e^{-i\mathbf Q\cdot\mathbf r}f\,d^3r$, so that $\rho(\mathbf r)=\Omega^{-1}\sum_{\mathbf G}\rho(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r}$. The $\mathbf r'$ integral solves Poisson's equation $-\nabla^2U=(e^2/\varepsilon_0)\rho$, which multiplies each plane wave by $e^2/(\varepsilon_0Q^2)$. The $\mathbf r$ integral then gives $\rho^{mn}(\mathbf Q)^*$:

$$I_{nn'}(\mathbf q)=\frac{e^2}{\varepsilon_0\Omega}\sum_m^{\rm occ}\sum_{\mathbf G}\frac{\rho^{mn}(\mathbf Q)^*\rho^{mn'}(\mathbf Q)}{Q^2}.\tag{1}$$

## 3. LAPW products and the mixed basis

Take one atom at the origin in a sphere of radius $S$. An LAPW state has two forms:

$$\varphi_{n\mathbf k}=\sum_{lmp}A^{n\mathbf k}_{lmp}\,u_{lp}(r)Y_{lm}(\hat{\mathbf r})\ \ (r<S),\qquad\varphi_{n\mathbf k}=\Omega^{-1/2}\sum_{\mathbf G}c^{n\mathbf k}_{\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}\ \ (\text{interstitial}),$$

with $l\le l_{\max}$. The index $p$ counts the radial solution, its energy derivative and any local orbitals. Without local orbitals the $A$ follow from matching value and slope at $S$; each local orbital, which has zero value and slope there, adds a free coefficient. Only the two forms matter here.

A product of two such states has the same two forms. In the sphere $Y^*_{l_1m_1}Y_{l_2m_2}$ contains only $Y_{LM}$ with $M=m_2-m_1$, $|l_1-l_2|\le L\le l_1+l_2$ and $l_1+l_2+L$ even, by the addition of angular momenta and parity. Outside, the exponents subtract to $\mathbf q+\mathbf G_2-\mathbf G_1$. The mixed basis $\{M_I\}$ therefore has two kinds of function.

Sphere functions are $M_{LP}(r)Y_{LM}$, continued to other cells with the Bloch phase. For each $L$ the real $M_{LP}$ are orthonormal combinations of the allowed products $u_{l_1p_1}u_{l_2p_2}$, found by diagonalising the overlap of the products and dropping small eigenvalues. The constant is added to the $L=0$ set, for a reason given in part 5; to guarantee that it lies exactly in the span, keep it out of the truncation, since dropping small nonzero eigenvalues of a set that includes it in general removes part of it.

Interstitial functions are $M_{\mathbf G}=\Omega^{-1/2}\Theta(\mathbf r)e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$, with $\Theta=1$ outside the sphere and $0$ inside. Its Fourier coefficient is the cell integral minus the sphere integral, and the latter is $4\pi\int_0^Sr^2j_0(Gr)dr=4\pi S^3j_1(GS)/(GS)$ because $\frac{d}{dx}(x^2j_1)=x^2j_0$:

$$\Theta(\mathbf G)=\frac1\Omega\int_\Omega\Theta\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\delta_{\mathbf G0}-\frac{4\pi S^3}{\Omega}\frac{j_1(GS)}{GS}.$$

The overlap $O_{IJ}=\langle M_I|M_J\rangle$ is the unit matrix in the sphere block, zero between the blocks (disjoint regions), and $O_{\mathbf{GG}'}=\Theta(\mathbf G-\mathbf G')$ in the interstitial block, which is not diagonal. The basis spans every pair density if it holds all $L\le2l_{\max}$, all independent radial products and all differences $\mathbf G_2-\mathbf G_1$.

## 4. Vector, matrix, vector

Suppose $\rho=\sum_JM_Ja_J$. Projecting on $M_I$ gives $b_I\equiv\langle M_I|\rho\rangle=\sum_JO_{IJ}a_J$, so $a=O^{-1}b$; equivalently $a_I=\langle\tilde M_I|\rho\rangle$ with the dual functions $\tilde M_I=\sum_JM_J(O^{-1})_{JI}$. The transform is linear, $\rho(\mathbf Q)=\sum_JM_J(\mathbf Q)a_J$. Inserting this twice in (1) and using $O^\dagger=O$ gives

$$I_{nn'}(\mathbf q)=\sum_m^{\rm occ}b^{mn\dagger}\,O^{-1}v\,O^{-1}\,b^{mn'},\qquad v_{IJ}(\mathbf q)=\frac{e^2}{\varepsilon_0\Omega}\sum_{\mathbf G}\frac{M_I(\mathbf Q)^*M_J(\mathbf Q)}{Q^2}.\tag{2}$$

The matrix $O^{-1}vO^{-1}$ does not depend on $\mathbf k,m,n,n'$; it is built once for each $\mathbf q$, and the six-dimensional integral has become a vector-matrix-vector product.

The vectors follow from the two forms of the states. In the sphere the integral separates into a Gaunt coefficient and a radial integral:

$$b_{LMP}=\sum A^{m,\mathbf k-\mathbf q\,*}_{l_1m_1p_1}A^{n\mathbf k}_{l_2m_2p_2}\int Y^*_{LM}Y^*_{l_1m_1}Y_{l_2m_2}\,d\hat r\int_0^Sr^2M_{LP}\,u_{l_1p_1}u_{l_2p_2}\,dr .$$

Outside, $\rho=\Omega^{-1}\sum_{\mathbf G'}\rho_{\mathbf G'}e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}$ with $\rho_{\mathbf G'}=\sum_{\mathbf G_1}c^{m,\mathbf k-\mathbf q\,*}_{\mathbf G_1}c^{n\mathbf k}_{\mathbf G_1+\mathbf G'}$, hence $b_{\mathbf G}=\Omega^{-1/2}\sum_{\mathbf G'}\Theta(\mathbf G-\mathbf G')\rho_{\mathbf G'}$. The transforms in $v$ are $M_{\mathbf G}(\mathbf q+\mathbf G')=\Omega^{1/2}\Theta(\mathbf G'-\mathbf G)$ and, from $e^{-i\mathbf Q\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(Qr)Y_{lm}(\hat{\mathbf Q})Y^*_{lm}(\hat{\mathbf r})$,

$$M_{LMP}(\mathbf Q)=4\pi(-i)^LY_{LM}(\hat{\mathbf Q})\int_0^Sr^2j_L(Qr)M_{LP}(r)\,dr .$$

An atom at $\boldsymbol\tau$ multiplies this by $e^{-i\mathbf Q\cdot\boldsymbol\tau}$, and the sphere term of $\Theta(\mathbf G)$ by $e^{-i\mathbf G\cdot\boldsymbol\tau}$.

If the basis is truncated, (2) uses the projection $\Pi\rho=\rho-\delta$. The exact value exceeds it by $\langle\Pi\rho|v|\delta\rangle+\langle\delta|v|\Pi\rho\rangle+\langle\delta|v|\delta\rangle$. The residual $\delta$ is orthogonal to the basis in the overlap metric, not in the Coulomb metric, so in general the linear terms survive and the error of a diagonal element can have either sign.

The numerical check compares (2) with (1), the transforms in (1) being done by quadrature in real space. The states have LAPW form ($S=0.135$ nm, $l_{\max}=3$, 27 plane waves with coefficients from the model, not variational), and both sides keep the same 343 vectors $\mathbf G$, so the expansion is tested and not the convergence in $\mathbf G$. At $\mathbf q=(2\pi/a)(0.25,0.125,-0.375)$, with $v$ and $c$ built from the coefficients of the filled and the empty state, the full basis ($278+125$ functions; only radial combinations with a relative singular value below $10^{-9}$ are dropped) reproduces $I_{vv}=2.021293$, $|I_{vc}|=0.043974$, $I_{cc}=0.374169$ aJ at rounding level, although the smallest eigenvalue of $O$ is $8\times10^{-6}$. These values test the algebra only: the LAPW-form states are not eigenstates of the model, so the values differ from those of its own pair densities. Omitting $O^{-1}$ lowers $I_{vv}$ by 1% and $I_{cc}$ by 5%, and raises $|I_{vc}|$ by a third, to $0.0588$ aJ. A basis of $36+27$ functions gives $2.021357$ and $0.372576$ aJ on the diagonal, one above and one below the exact value.

## 5. Isolating the divergence

Only the term $\mathbf G=0$ of $v$ is singular at $\mathbf q\to0$. With $e_{\mathbf q}=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}$ and $c_I=\langle M_I|e_{\mathbf q}\rangle=\Omega^{-1/2}M_I(\mathbf q)^*$,

$$v=\frac{e^2}{\varepsilon_0q^2}\,cc^\dagger+\bar v,$$

where $\bar v$ holds the terms $\mathbf G\ne0$ and stays finite. The rank-one part of $O^{-1}v$ has the eigenvector $O^{-1}c$ with eigenvalue $(e^2/\varepsilon_0q^2)\,c^\dagger O^{-1}c$, and $c^\dagger O^{-1}c=\|\Pi e_{\mathbf q}\|^2$. This tends to 1 if the basis contains the constant function, which is why the constant was added for $L=0$; the interstitial part is $M_{\mathbf G=0}$. In the full basis the check finds the largest eigenvalue times $\varepsilon_0q^2/e^2$ equal to $1.00000000$ at $qa=0.01$; it does not test a truncated basis, which is where the treatment of the constant matters.

In (2) the singular part is contracted as $c^\dagger O^{-1}b=\langle e_{\mathbf q}|\Pi|\rho\rangle$, which equals $\Omega^{-1/2}\rho(\mathbf q)$ if either $\rho$ or $e_{\mathbf q}$ lies in the span. The exponentials cancel in $\rho(\mathbf Q)$:

$$\rho^{mn}(\mathbf Q)=\int_\Omega e^{-i\mathbf G\cdot\mathbf r}u^*_{m,\mathbf k-\mathbf q}u_{n\mathbf k}\,d^3r=\langle u_{m,\mathbf k-\mathbf Q}|u_{n\mathbf k}\rangle,$$

since $\varphi_{m,\mathbf k-\mathbf Q}=\varphi_{m,\mathbf k-\mathbf q}$ means $u_{m,\mathbf k-\mathbf Q}=e^{i\mathbf G\cdot\mathbf r}u_{m,\mathbf k-\mathbf q}$. The sum over $m$ builds the projector $P(\mathbf k')=\sum_m^{\rm occ}|u_{m\mathbf k'}\rangle\langle u_{m\mathbf k'}|$, and the zone integral with the $\mathbf G$ sum covers all of $\mathbf Q$ space once:

$$V^x_{nn'}=-\frac{e^2}{\varepsilon_0\Omega}\,\frac{\Omega}{(2\pi)^3}\int d^3Q\,\frac{h(\mathbf Q)}{Q^2},\qquad h(\mathbf Q)=\langle u_{n\mathbf k}|P(\mathbf k-\mathbf Q)|u_{n'\mathbf k}\rangle.\tag{3}$$

The singularity is integrable, because $d^3Q=Q^2dQ\,d\hat Q$. The projector is unchanged by phases or unitary mixing of the filled states, so no gauge has to be fixed.

## 6. The k·p expansion of the projector

Two assumptions enter here: the states come from a local Hamiltonian $p^2/2m_e+V(\mathbf r)$, and a gap separates filled states $v$ from empty states $c$ at every wave vector, so that $P$ is analytic in it. The $u_{n\mathbf k}$ are eigenfunctions of $H_{\mathbf k}=(\mathbf p+\hbar\mathbf k)^2/2m_e+V$. Expanding the square,

$$H_{\mathbf k-\mathbf q}=H_{\mathbf k}+W+\frac{\hbar^2q^2}{2m_e},\qquad W_{nn'}=-\frac{\hbar}{m_e}\mathbf q\cdot\mathbf p_{nn'},\qquad\mathbf p_{nn'}=\langle\varphi_{n\mathbf k}|\mathbf p|\varphi_{n'\mathbf k}\rangle .$$

The last term is a number and does not change $P$. Write $P=P^{(0)}+P^{(1)}+P^{(2)}+\dots$ in powers of $q$, with $P^{(0)}_{nn'}=f_n\delta_{nn'}$, $f_v=1$, $f_c=0$.

The condition $P^2=P$ fixes the $vv'$ and $cc'$ blocks. At first order $P^{(0)}P^{(1)}+P^{(1)}P^{(0)}=P^{(1)}$. The $vv'$ block reads $2P^{(1)}=P^{(1)}$ and the $cc'$ block $0=P^{(1)}$, so both vanish. At second order $P^{(0)}P^{(2)}+P^{(2)}P^{(0)}+P^{(1)}P^{(1)}=P^{(2)}$, whose blocks give

$$P^{(2)}_{vv'}=-\sum_cP^{(1)}_{vc}P^{(1)}_{cv'},\qquad P^{(2)}_{cc'}=+\sum_vP^{(1)}_{cv}P^{(1)}_{vc'}.\tag{4}$$

The condition $[H_{\mathbf k}+W,P]=0$ fixes the mixed blocks. At order $j$ it reads $(\varepsilon_n-\varepsilon_{n'})P^{(j)}_{nn'}=[P^{(j-1)},W]_{nn'}$. For $j=1$, $[P^{(0)},W]_{nn'}=(f_n-f_{n'})W_{nn'}$, and for $j=2$ the vanishing blocks of $P^{(1)}$ restrict the intermediate states:

$$P^{(1)}_{vc}=\frac{W_{vc}}{\varepsilon_v-\varepsilon_c},\qquad P^{(2)}_{vc}=\frac{\sum_{c'}P^{(1)}_{vc'}W_{c'c}-\sum_{v'}W_{vv'}P^{(1)}_{v'c}}{\varepsilon_v-\varepsilon_c},\tag{5}$$

with the $cv$ elements their complex conjugates. Every denominator crosses the gap, so degeneracies among filled or among empty states do no harm. Collecting powers,

$$h(\mathbf q)=f_n\delta_{nn'}+\mathbf q\cdot\mathbf B_{nn'}+\sum_{ab}q_aq_bC^{ab}_{nn'}+O(q^3),$$

with $C$ symmetrised in $a,b$. For example $B^a_{vc}=-\hbar p^a_{vc}/[m_e(\varepsilon_v-\varepsilon_c)]$ and

$$C^{ab}_{vv'}=-\frac{\hbar^2}{2m_e^2}\sum_c\frac{p^a_{vc}p^b_{cv'}+p^b_{vc}p^a_{cv'}}{(\varepsilon_v-\varepsilon_c)(\varepsilon_{v'}-\varepsilon_c)} .$$

The integrand of (3) thus has a $1/q^2$ term only on the diagonal of filled states, a $1/q$ term only between filled and empty states, and a finite term $\hat{\mathbf q}^TC\hat{\mathbf q}$ whose limit depends on the direction of approach unless $C_{nn'}$ is isotropic. For $v=v'$ it is negative or zero: the state at $\mathbf k$ leaks out of the filled space at $\mathbf k-\mathbf q$. The check tests $\mathbf B$ and $C$ against finite differences of $P$, for the model and for a complex random Hamiltonian with two filled states; deviations are below $10^{-6}$ of the largest element.

The sums over $c$ in (4) and (5) run over a complete set. The eigenstates of a finite LAPW basis at $\mathbf k$ are not one: $e^{i\mathbf q\cdot\mathbf r}\varphi_{m,\mathbf k-\mathbf q}$ has sphere parts outside the span of the $u_{lp}Y_{lm}$. The leading coefficient $f_n\delta_{nn'}$ needs only orthonormality and survives, while $\mathbf B$ and $C$ acquire basis errors. For a nonlocal Hamiltonian $\mathbf p/m_e$ becomes the full velocity operator and the second-order term becomes an operator $H^{(2)}$; the commutator condition then gains $[P^{(0)},H^{(2)}]$, which adds $H^{(2)}_{vc}/(\varepsilon_v-\varepsilon_c)$ to (5).

The exchange integrand is now a vector-matrix-vector product in the mixed basis, and the k·p expansion gives its small-$q$ form: a $1/q^2$ term only on the diagonal of filled states, a $1/q$ term only between filled and empty states, and a finite term whose limit in general depends on direction. What remains is to integrate these terms analytically alongside a mesh sum and to test the result on the model insulator.

Numerical values quoted here were computed with a short program.
